\section*{Why short undercoordinated indium pairs can hold deep filled levels}

\section{Definitions and conventions}

Two neighbouring indium atoms in an oxygen-poor amorphous oxide each lack oxygen neighbours and sit closer together than usual. The question is when such a pair holds a filled level well below the conduction edge. The algebra uses atomic units; numbers are in eV and angstrom.

The conduction band is modelled by one In 5s-like orbital per site of a simple cubic lattice with spacing $a$. The host orbitals are orthonormal, their site energy is the zero of energy, and the hopping between neighbours is $-t$ with $t>0$. The pair occupies adjacent sites $a$ and $b$ and differs from the host in three ways:
\begin{itemize}
\item both site energies are $-U$, because oxygen is missing;
\item the hopping between them is $-(t+D)$, because they are close;
\item they may have an extra overlap $s\ge 0$.
\end{itemize}
I write $W=U+D$ and $E=-e$ for the energy of a level. $U$ and $D$ are mean-field parameters of the pair when it holds two electrons, so they already contain the repulsion between these electrons.

The host band is $E(\mathbf k)=-2t\sum_i\cos k_ia$. At small $k$ it becomes $-6t+ta^2k^2$. The edge is therefore $-6t$, and equating $ta^2k^2$ with $k^2/2m^*$ gives $t=1/(2m^*a^2)$.

\section{What happens: the condition for a level}

\subsection{The level equation}

Let $X=|a\rangle\langle b|+|b\rangle\langle a|$ and let $P$ project on the two pair sites. The change of the Hamiltonian is $V=-UP-DX$, and the overlap matrix is $1+sX$. The eigenvalue equation $(H_0+V)\psi=-e(1+sX)\psi$ rearranges to
\begin{equation}
(e+H_0)\psi=\left[UP+(D-es)X\right]\psi .
\end{equation}
The combinations $|\pm\rangle=(|a\rangle\pm|b\rangle)/\sqrt2$ satisfy $P|\pm\rangle=|\pm\rangle$ and $X|\pm\rangle=\pm|\pm\rangle$. The bracket is thus diagonal in them, with value $W-es$ for the bonding and $U-D+es$ for the antibonding combination.

Below the edge, $e+H_0$ is positive and has the inverse $g(e)=(e+H_0)^{-1}$. Call its same-site element $g_0$ and its nearest-neighbour element $g_1$. Reflection through the middle of the pair forbids mixing of $|+\rangle$ and $|-\rangle$, and $\langle\pm|g|\pm\rangle=g_0\pm g_1\equiv g_\pm$. Applying $g$ to the equation and projecting on $|+\rangle$ gives $\langle+|\psi\rangle=(W-es)\,g_+\langle+|\psi\rangle$. A bonding level therefore obeys
\begin{equation}
1=(U+D-es)\,g_+(e),\qquad e>6t. \label{level}
\end{equation}

The function $g_+$ is a positively weighted average of $1/[e+E(\mathbf k)]$, so it falls as $e$ grows. While $W-es$ is positive it does not grow either, and the product ends at zero. There is one solution if the product exceeds 1 at the edge, and none otherwise.

\subsection{The thresholds}

Write $1/[e+E(\mathbf k)]=\int_0^\infty d\tau\,e^{-\tau[e+E(\mathbf k)]}$ and average over $\mathbf k$. Each direction contributes the average of $e^{2t\tau\cos\theta}$, which is the modified Bessel function $I_0(2t\tau)$:
\begin{equation}
g_0(e)=\int_0^\infty d\tau\,e^{-e\tau}\,I_0(2t\tau)^3 .
\end{equation}
The diagonal element of $(e+H_0)g=1$ contains six neighbours, each with hopping $-t$:
\begin{equation}
e g_0-6t g_1=1\quad\Rightarrow\quad g_1=\frac{e g_0-1}{6t}.
\end{equation}
At the edge, Watson's integral gives $6t\,g_0=1.516386$. Hence $g_0=0.2527/t$, $g_1=0.5164/(6t)=0.0861/t$ and $g_+=0.3388/t$. Also $g_-=g_0-g_1=1/(6t)$, because $g_1=g_0-1/(6t)$ at $e=6t$. For $s=0$ the conditions for binding are
\begin{align}
\text{one atom alone:}\quad & U>1/g_0=3.96\,t,\\
\text{bonding pair:}\quad & U+D>1/g_+=2.95\,t, \label{threshold}\\
\text{antibonding pair:}\quad & U-D>1/g_-=6\,t .
\end{align}
With overlap, the bonding condition becomes $U+D-6ts>2.95\,t$.

\section{Why it happens}

\subsection{The surroundings help}

One might require the bonding level of the bare dimer, $-(U+t+D)$, to lie below $-6t$, which means $U+D>5t$. This is sufficient for $s=0$: the bare level is the expectation value of the full Hamiltonian in $|+\rangle$, and the lowest level cannot lie above it. It is not necessary, as (\ref{threshold}) shows.

To see what is missing, let $Q$ project on all states other than $|+\rangle$. Eliminating them from $(e+H_0)g=1$, with $\langle+|H_0|+\rangle=-t$, gives
\begin{equation}
\frac1{g_+}=e-t-\Lambda(e),\qquad
\Lambda=\langle+|H_0Q\,(e+QH_0Q)^{-1}QH_0|+\rangle\ge0 .
\end{equation}
For $s=0$, equation (\ref{level}) says $1/g_+=W$, so
\begin{equation}
e=U+t+D+\Lambda(e).
\end{equation}
Coupling to the surrounding orbitals pushes the level down by $\Lambda$ below the bare dimer value.

\subsection{What a stronger bond buys}

For $s=0$ the bound state is $\psi=c\,g|+\rangle$. Since $dg/de=-g^2$, its norm is $c^2\langle+|g^2|+\rangle=-c^2\,dg_+/de$. The weight on the bonding orbital is
\begin{equation}
w=\frac{|\langle+|\psi\rangle|^2}{\langle\psi|\psi\rangle}=\frac{g_+^2}{-dg_+/de}.
\end{equation}
Differentiating $1=Wg_+(e)$ gives $g_+\,dW+W(dg_+/de)\,de=0$. With $W=1/g_+$ this becomes
\begin{equation}
\frac{de}{dD}=\frac{de}{dU}=w .
\end{equation}
Extra hopping and site lowering are equally effective, and the gain is largest when the state is already concentrated on the pair.

\subsection{Overlap is not the cause by itself}

In (\ref{level}) the term $-es$ weakens the binding. At fixed $D$, overlap raises the level, by about $w\,e\,s$ to first order. What lowers the bonding level is the resonance integral, which grows along with overlap when the atoms approach. For two equal orbitals with site element $\alpha$, coupling $\beta$ and overlap $S$, the levels are $(\alpha\pm\beta)/(1\pm S)$. Half their splitting, and their mean, are
\begin{equation}
h=\frac{\alpha S-\beta}{1-S^2},\qquad
\frac{\alpha-\beta S}{1-S^2}=\alpha+S h . \label{split}
\end{equation}
The second form follows from $\alpha-\beta S=\alpha(1-S^2)+S(\alpha S-\beta)$. The bonding level is the mean minus $h$, that is $\alpha-(1-S)h$: the hopping $h$ lowers it, and the overlap gives back a fraction $S$ of the gain.

\section{How large: a worked case}

Take $m^*=0.34$ electron masses, $a=3.4$, a short pair at 2.8, $U=3.5$ and $D=1.5$. Then $t=3.81/(0.34\times3.4^2)=0.969$ eV, and the edge lies 5.816 eV below the host site energy. The thresholds are 3.84 eV for one atom and 2.86 eV for the bonding pair. Four cases separate the causes:
\begin{center}
\begin{tabular}{lll}
Case & Strength (eV) & Depth (eV)\\
one undercoordinated atom & $U=3.5<3.84$ & no level\\
short bond, $U=0$ & $D=1.5<2.86$ & no level\\
pair at normal distance & $W=3.5>2.86$ & 0.16\\
short undercoordinated pair & $W=5.0>2.86$ & 1.14
\end{tabular}
\end{center}
At this fixed $U$ a single site does not bind a level, and neither does a short bond between normally coordinated atoms. Adjacency gives a shallow level, and the short bond makes it deep. The first row is a comparison at equal $U$, not a prediction for a real isolated atom. An empty atom lacks the repulsion contained in $U$, which is about 1.65 eV with the values assumed below. If its site is otherwise the same, its lowering is 5.15 eV, and this alone binds a first electron 0.58 eV below the edge. The missing repulsion also lowers the neighbouring orbitals, which deepens the level further. The antibonding partner has $U-D=2.0$, far below its threshold of 5.82, and stays in the band.

The arithmetic of the last case is short. At $e=5.816+1.138=6.954$ one finds $g_+=0.2000$ per eV, so $Wg_+=5.0\times0.2000=1$. Diagonalizing a periodic cell of the same model gives the same depth, 1.138 eV. The bare dimer level lies just 0.15 eV below the edge; the remaining $\Lambda=6.954-5.969=0.985$ eV comes from the surroundings. The weight is $w=0.78$, and a finite difference in $D$ gives the same 0.78 eV of deepening per eV.

\subsection{Is the assumed bond strength reasonable?}

A PBE calculation for two In$^+$ ions, with the LANL2DZ basis and core potential, gives the following when projected on the 5s orbitals. From 3.4 to 2.8 angstrom the overlap rises from 0.16 to 0.29, and $h$ from 0.70 to 1.43 eV. Closeness does strengthen the coupling, but the rise of 0.73 eV is half the chosen $D$. Used as $D$, it gives a depth of 0.58 eV.

Even this leaves out the rise of the mean level in (\ref{split}). The term $Sh$ grows from 0.12 to 0.42 eV, which takes 0.30 eV from $U$. With the site element $\alpha$ held fixed, the net $W$ is $3.5+0.73-0.30=3.93$ eV, slightly less than the 4.0 eV for which the depth is 0.43 eV. The larger overlap also weakens the coupling of the bonding combination to the other neighbours, which makes the level shallower still. The ions lack the oxide around them, and the projected overlaps depend on the basis: def2-SVP gives 0.10 and 0.20, with $h$ rising from 0.62 to 1.30 eV. These figures therefore indicate a scale. They place the 1.14 eV case at the strong-coupling end.

\subsection{Why the level is filled}

A missing neutral oxygen atom leaves behind the two electrons that an oxide ion would have held. Whether the pair keeps them depends on the Fermi level $\mu$. With atoms and orbital held fixed, removing one electron from the filled pair costs the energy from $E$ to $\mu$. The remaining electron no longer feels the repulsion $J$ and lies at $E-J$. The statistical weights of zero, one and two electrons are
\begin{equation}
1,\qquad 2e^{-(E-J-\mu)/k_BT},\qquad e^{-(2E-J-2\mu)/k_BT}.
\end{equation}
The ratio of the second to the third is $2e^{(E-\mu)/k_BT}$. The pair is doubly filled when $\mu$ lies several $k_BT$ above $E$, provided $J>0$.

Summing screened repulsions over the bound orbital, with an assumed on-site value of 2.5 eV and a screening constant of 4, gives $J\approx1.5$ eV. For $\mu$ 0.2 eV below the edge at 300 K, the exponent is $-(1.138-0.2)/0.02585=-36.3$, and the chance of finding the pair not doubly filled is about $4\times10^{-16}$. Thermal emptying is thus negligible as long as the atoms and the orbital stay fixed. Their relaxation lowers the cost of removing an electron and enters the exponent, so the true chance is larger. Light can still remove an electron, with a threshold of 1.14 eV to the band edge if the atoms and the orbital of the remaining electron are held fixed.

\section{How far real films differ}

The mass, the normal In--In distance and a gap near 3.1 eV are rough values for amorphous In-Ga-Zn oxide. In that gap the level would lie about 2.0 eV above the valence edge. The distance of 2.8 angstrom is unusually short for an oxide, and $U$ is a chosen number. Changing one assumption at a time, with the other parameters held fixed, moves the depth of 1.14 eV as follows:
\begin{itemize}
\item extra overlap $s=0.05$ at fixed $D$: 0.88 eV;
\item bonds from the pair to its other neighbours weakened by 10\%: 0.99 eV;
\item twelve host neighbours instead of six, at equal mass and distance: 0.70 eV;
\item random site energies with standard deviation 0.2 eV: a spread of about 0.11 eV, the first-order value $0.2\,(\sum_i|\psi_i|^4)^{1/2}$ eV; twelve samples gave 0.13 eV.
\end{itemize}
The twelve-neighbour host has half the hopping $t$, which also weakens the pair's own hopping $t+D$. This causes most of the change: with $t+D$ kept at its original value, the depth is 1.05 eV. This host is the closer one in density: at 3.4 angstrom it holds 0.036 cations per cubic angstrom, against 0.025 for the cubic host and about 0.035 for InGaZnO$_4$. Its Watson number is 1.3447, so its pair threshold is $12(t/2)/1.6893=3.55\,t=3.44$ eV. There $W=3.5$ eV barely binds, and $W=3.93$ eV gives a depth of only 0.10 eV. The first three changes all make the level shallower, and their combined effect was not computed. The model also omits explicit oxygen bands, the mixture of metals, and the relaxation of the atoms when the pair loses an electron. It is short-ranged: where oxygen is missing, each electron also feels a screened Coulomb attraction far from the pair. Such a tail always binds a hydrogen-like level, $13.6\,m^*/\epsilon^2$ eV deep, or 0.29 eV for $\epsilon=4$ and 0.05 eV for $\epsilon=10$, and it deepens the levels found above. ``No level'' therefore means no level beyond such a shallow donor state. It shows that short undercoordinated pairs produce deep filled states if $U+D$ lies well above the threshold of the host; it does not show that those seen in a given film have this origin.

\section{What to do about it}

\textbf{Restore the oxygen before worrying about the distance.} In the six-neighbour host with $U$ held at 3.5 eV, lengthening the bond to its normal value leaves a shallow level, because $U$ alone exceeds the pair threshold; in the twelve-neighbour host that level has all but vanished. At $D=1.5$ eV, the level of the six-neighbour model disappears once $U$ falls below $2.86-1.5=1.36$ eV, apart from the shallow Coulomb-bound state that the model omits. Oxygen taken up at the pair during growth or annealing acts on both the level and its filling: it restores the coordination, which reduces $U$, and it takes up the two electrons. The model does not say how much oxygen is needed, or whether an excess creates other defects.

\textbf{Do not count missing oxygen by free carriers alone.} A deep pair keeps both electrons while the Fermi level lies well above its level, whereas an isolated undercoordinated atom with the same bare site holds them less firmly and can release them to the band more easily. Two films with equal oxygen deficiency can then differ in carrier density if their atoms are paired differently. Absorption below the gap can reveal the filled levels that a carrier count misses, but it does not by itself tell pairs from other filled defects.

\textbf{Judge a computed structure by both quantities.} A short In--In distance in a simulated film marks a candidate, not a deep level. Extract the site lowering and the hopping in an orthogonalized basis, where $s=0$, and compare $U+D$ with $1/g_+$ at the edge of the host. With $t=1/(2m^*a^2)$ this is $2.95\,t$ for six neighbours and $3.55\,t$ for twelve. This threshold assumes that the bonds from the pair to its other neighbours keep their host value. If the two pair orbitals had an overlap $s$ before orthogonalizing, the coupling of their bonding combination to these neighbours is divided by $\sqrt{1+s}$. The threshold then rises, so a pair close to it needs the full calculation. The numerical output lists the depth for several values of $D$.

\section*{Computed results}
\begin{verbatim}
effective mass (electron masses): 0.34
normal and short In-In distance: 3.4, 2.8 angstrom
site lowering U: 3.5 eV; extra hopping D: 1.5 eV
host hopping t: 0.9694 eV
edge below site energy, 6t: 5.8162 eV
Watson number 6t*g_site(edge): 1.516386
t*g_site, t*g_neighbour at edge: 0.252731, 0.086064
threshold, one atom: 3.9568 t = 3.836 eV
threshold, bonding: 2.9516 t = 2.861 eV
threshold, antibonding: 6.0000 t = 5.816 eV
atom alone, shift in cells of 12 and 24 sites per side: 0.01253, 0.00205 eV
bond alone, shift in cells of 12 and 24 sites per side: 0.00325, 0.00043 eV
depth, adjacent pair at normal distance: 0.1630 eV
depth, short undercoordinated pair: 1.1378 eV
same depth from supercell: 1.1378 eV
bare dimer level below edge: 0.1532 eV
g_plus at the level: 0.20000 per eV
weight on bonding orbital: 0.7776
deepening per eV of D, finite difference: 0.7776
D = 0.0 eV: depth 0.1630 eV
D = 0.5 eV: depth 0.4311 eV
D = 1.0 eV: depth 0.7642 eV
D = 1.5 eV: depth 1.1378 eV
D = 2.0 eV: depth 1.5385 eV
level above valence edge (gap 3.1 eV): 1.962 eV
depth with extra overlap 0.05: 0.8838 eV
depth with 10% weaker outer bonds: 0.9878 eV
site disorder: 0.2 eV; level spread: 0.126 eV
depth in 12-neighbour host: 0.6977 eV
screening constant: 4.0; site repulsion: 2.5 eV
repulsion J in the pair level: 1.457 eV
first-electron level below edge: 2.595 eV
temperature: 300 K; kT: 0.02585 eV
Fermi level from edge: -0.2 eV
probability that pair is not doubly filled: 3.52e-16
In+ pair at 3.4 angstrom: 5s overlap 0.1647, hopping 0.6988 eV
In+ pair at 2.8 angstrom: 5s overlap 0.2906, hopping 1.4331 eV
computed rise of hopping: 0.7343 eV
depth with computed rise as D: 0.5809 eV
\end{verbatim}
